# Why the Point-Charge Image Correction Is Too Large for Extended Defect States

**Question.** The energy of a charged defect in a periodic supercell can be corrected, to leading order in \(1/L\), by adding the first term of the Makov-Payne expansion, \(\alpha q^2/(2\varepsilon L)\), which treats the defect charge as a point. Why does this add too much when the net charge itself occupies an extended state, and what should be added instead?

## The mechanism

Take a cubic supercell of side \(L\) with net charge \(q\) in a host described by a uniform, linear dielectric constant \(\varepsilon\). Gaussian units are used. A periodic array of charges has a finite energy per cell only if it is neutral, so a uniform background of density \(-q/L^3\) is added, and the average of the electrostatic potential is set to zero. The wanted quantity is the energy \(E_{\rm iso}\) of one isolated charge distribution in the same dielectric. The supercell gives \(E_{\rm per}\) instead. The image correction is the energy to be added,

\[
E_{\rm im}=E_{\rm iso}-E_{\rm per}.
\]

The charge density is kept frozen: the periodic density is the isolated one, repeated and summed. The correction is therefore a classical (Hartree) energy and does not describe how the state itself changes with the cell. For a single electron \(E_{\rm iso}\) is its self-repulsion, which exchange offsets wholly or in part in an electronic-structure calculation; the change of the exchange-correlation energy when the clouds overlap is not included here.

Consider first unit point charges on the lattice sites, with their background and with \(\varepsilon=1\). Remove from the total potential the term \(1/r\) of the charge at the origin. What remains, \(\psi(\mathbf r)\), is the potential of the images and the background. Its value at the origin defines the constant \(\alpha\):

\[
\psi(0)=-\frac{\alpha}{L},\qquad \alpha=2.8373\ \text{(simple cubic)}.
\]

A point charge \(q\) thus sits in a potential \(-\alpha q/(\varepsilon L)\) which an isolated charge would not feel. With the factor \(\tfrac12\) for the mutual energy of equal charges, the supercell energy is too low by \(\alpha q^2/(2\varepsilon L)\). This is the amount that the point-charge term restores.

An extended charge also samples \(\psi\) away from the origin. Near the origin the only source of \(\psi\) is the background, of density \(-1/L^3\), so Poisson's equation reads

\[
\nabla^2\psi=-4\pi\left(-\frac1{L^3}\right)=\frac{4\pi}{L^3}.
\]

Inversion symmetry forbids a linear term, and cubic symmetry allows only \(c\,r^2\) at second order. Since \(\nabla^2(c\,r^2)=6c\), we have \(c=2\pi/(3L^3)\) and

\[
\psi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O(r^4).
\]

The origin is the bottom of a bowl. The point-charge term assumes that all the charge feels the potential at the bottom, while a spread-out charge feels a higher one. Its supercell energy is lowered less, so less has to be put back.

To put a size on this, let the density decay exponentially:

\[
\rho(r)=\frac{q}{8\pi a^3}\,e^{-r/a}.
\]

Here \(a\) is the decay length of the density; the amplitude of a corresponding wavefunction would decay with length \(2a\). All the net charge is assumed to reside in this cloud. Its mean square radius is

\[
\langle r^2\rangle=\frac{1}{2a^3}\int_0^\infty r^4e^{-r/a}\,dr=\frac{4!\,a^5}{2a^3}=12a^2 .
\]

A charge element at \(\mathbf r'\) has its images at \(\mathbf r'+\mathbf R\), with \(\mathbf R\) a lattice vector. An element at \(\mathbf r\) therefore feels them through \(\psi(\mathbf r-\mathbf r')\), and

\[
E_{\rm im}=-\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\]

For a spherical cloud the average of \(\mathbf r\cdot\mathbf r'\) is zero, so \(\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle=24a^2\). Inserting the bowl gives, for a compact cloud,

\[
E_{\rm im}\simeq\frac{q^2}{2\varepsilon}\left[\frac{\alpha}{L}-\frac{2\pi}{3L^3}\,24a^2\right]
=\frac{q^2}{2\varepsilon L}\left[\alpha-16\pi x^2\right],\qquad x=\frac aL .
\]

The negative second term is the onset of the overcorrection. The expansion of \(\psi\) cannot be trusted once the cloud reaches its neighbours, which is the case of interest. For this density the energy can be found without the expansion.

## The exact image energy

**Isolated cloud.** Set \(\varepsilon=1\) in the potential and write \(s=r/a\). The charge inside radius \(r\) acts as if at the centre, and the shells outside contribute their charge divided by their own radius:

\[
\phi(r)=\frac qr\left[1-e^{-s}\left(1+s+\frac{s^2}2\right)\right]+\frac{q}{2a}(1+s)e^{-s}.
\]

Since \(q/(2a)=(q/r)(s/2)\), the second term equals \((q/r)(s/2+s^2/2)e^{-s}\), and

\[
\phi(r)=\frac qr\left[1-\left(1+\frac s2\right)e^{-s}\right].
\]

The self-energy is half the integral of \(\rho\phi\), divided by \(\varepsilon\). With \(4\pi r^2\rho\,dr=\tfrac q2s^2e^{-s}ds\),

\[
E_{\rm iso}=\frac{q^2}{4\varepsilon a}\int_0^\infty\left[s\,e^{-s}-s\,e^{-2s}-\tfrac12s^2e^{-2s}\right]ds
=\frac{q^2}{4\varepsilon a}\left[1-\frac14-\frac18\right]=\frac{5q^2}{32\,\varepsilon a}.
\]

**Periodic clouds.** The form factor of the cloud is

\[
f(G)=\frac1q\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{1}{2a^3G}\int_0^\infty r\,e^{-r/a}\sin(Gr)\,dr .
\]

The integral is the imaginary part of \((1/a-iG)^{-2}=a^2(1+iaG)^2/(1+a^2G^2)^2\), which is \(2a^3G/(1+a^2G^2)^2\). Hence

\[
f(G)=\frac1{(1+a^2G^2)^2}.
\]

The periodic density has Fourier components \(qf(G)/L^3\). By Poisson's equation the potential has components \(4\pi qf(G)/(\varepsilon L^3G^2)\) for \(\mathbf G\neq0\). The background cancels the \(\mathbf G=0\) component of the charge. Half the integral of density times potential over one cell is

\[
E_{\rm per}=\frac{2\pi q^2}{\varepsilon L^3}\sum_{\mathbf G\ne0}\frac{f(G)^2}{G^2}.
\]

Now put \(\mathbf G=2\pi\mathbf n/L\) with integer vectors \(\mathbf n\), and subtract from \(E_{\rm iso}\):

\[
E_{\rm im}=\frac{q^2}{2\varepsilon L}A(x),\qquad
A(x)=\frac5{16x}-\frac1\pi\sum_{\mathbf n\ne0}\frac1{n^2(1+4\pi^2x^2n^2)^4}.
\]

This is the exact image energy of the model. The point-charge term replaces \(A(x)\) by \(\alpha\).

## What happens when the clouds overlap

A real-space form of \(A\) shows how the bowl argument continues. For unit charges, the interaction \(v(R)\) of two clouds has the Fourier transform \(4\pi f^2/G^2\). With \(y=a^2G^2\), partial fractions give

\[
\frac1{y(1+y)^4}=\frac1y-\sum_{k=1}^4\frac1{(1+y)^k}.
\]

The first term is the point-charge interaction. So \(v(R)=1/R-w(R)\), where \(w\) has the transform

\[
\hat w(G)=4\pi a^2\sum_{k=1}^4\frac1{(1+a^2G^2)^k},\qquad \hat w(0)=16\pi a^2 .
\]

Let \(\kappa=1/a\), and let \(T_k(R)\) have the transform \(4\pi/(G^2+\kappa^2)^k\). Then \(T_1=e^{-\kappa R}/R\), and differentiating with respect to \(\kappa^2\) gives \(T_{k+1}=-(2k\kappa)^{-1}\,dT_k/d\kappa\):

\[
T_2=\frac{e^{-\kappa R}}{2\kappa},\quad
T_3=\frac{e^{-\kappa R}}8\left(\frac R{\kappa^2}+\frac1{\kappa^3}\right),\quad
T_4=\frac{e^{-\kappa R}}{48}\left(\frac{R^2}{\kappa^3}+\frac{3R}{\kappa^4}+\frac3{\kappa^5}\right).
\]

The sum \(w=T_1+\kappa^2T_2+\kappa^4T_3+\kappa^6T_4\) is, with \(s\) now denoting \(R/a\),

\[
w(R)=\frac{e^{-s}}R\left(1+\frac{11s}{16}+\frac{3s^2}{16}+\frac{s^3}{48}\right).
\]

At small \(R\) this gives \(v(0)=(1-11/16)/a=5/(16a)\), in agreement with \(E_{\rm iso}\).

Define \(U=2\varepsilon E_{\rm per}/q^2=L^{-3}\sum_{\mathbf G\ne0}4\pi f^2/G^2\). Split the summand into \(4\pi/G^2-\hat w(G)\), attach a factor \(e^{i\mathbf G\cdot\mathbf r}\), and let \(\mathbf r\to0\) at the end. The first part sums to the point-lattice potential \(1/r+\psi(\mathbf r)\). For the second, Poisson summation gives \(\sum_{\mathbf R}w(|\mathbf r-\mathbf R|)-\hat w(0)/L^3\), where the last term removes \(\mathbf G=0\). Therefore

\[
U=v(0)-\frac\alpha L+\frac{16\pi a^2}{L^3}-\sum_{\mathbf R\ne0}w(R),
\]

and since \(A=L[v(0)-U]\),

\[
A(x)=\alpha-16\pi x^2+L\sum_{\mathbf R\neq0}w(R).
\]

The first two terms are those of the bowl. The last is positive: interpenetrating clouds repel each other less than point charges at their centres would, which lowers \(E_{\rm per}\) and raises the correction. It is exponentially small for \(a\ll L\). Within this model the two-term estimate \(\alpha-16\pi x^2\) is therefore always too small, and it is useful only while \(w(L)\) is negligible.

## Why the point term is too large for every decay length

The overlap term opposes the bowl, so it must be shown that it never wins. Differentiate the reciprocal-space form of \(A\):

\[
\frac{dA}{dx}=-\frac5{16x^2}+32\pi x\sum_{\mathbf n\ne0}\frac1{(1+4\pi^2x^2n^2)^5}.
\]

Use \((1+y)^{-5}=\frac1{24}\int_0^\infty t^4e^{-t}e^{-ty}dt\), and define \(\tau=4\pi x^2t\) and \(\theta(\tau)=\sum_{m=-\infty}^{\infty}e^{-\pi\tau m^2}\). The lattice sum under the integral becomes \(\theta(\tau)^3-1\). The first term can be written in the same way, because

\[
\frac{4\pi x}3\int_0^\infty t^4e^{-t}\tau^{-3/2}dt=\frac{4\pi x}3\,\frac{\Gamma(7/2)}{(4\pi x^2)^{3/2}}=\frac{4\pi x}3\,\frac{15}{64\pi x^3}=\frac5{16x^2}.
\]

Together,

\[
\frac{dA}{dx}=-\frac{4\pi x}3\int_0^\infty t^4e^{-t}B(\tau)\,dt,\qquad B(\tau)=1+\tau^{-3/2}-\theta(\tau)^3 .
\]

For \(\tau\ge1\), every term of \(\theta^3-1\) has \(n^2\ge1\), so

\[
\theta(\tau)^3-1\le\left[\theta(1)^3-1\right]e^{-\pi(\tau-1)}=0.2824\,e^{-\pi(\tau-1)} .
\]

The product \(\tau^{3/2}e^{-\pi(\tau-1)}\) equals 1 at \(\tau=1\) and then falls, since its logarithmic derivative \(3/(2\tau)-\pi\) is negative. The right-hand side is thus below \(\tau^{-3/2}\), and \(B>0\). For \(\tau<1\), Poisson summation of the Gaussian gives \(\theta(\tau)=\tau^{-1/2}\theta(1/\tau)\), hence \(B(\tau)=\tau^{-3/2}B(1/\tau)>0\).

So \(A\) decreases strictly with \(x\), starting from \(\alpha\) at \(x\to0\). For any \(a>0\) the point-charge term exceeds the exact correction of this model.

## The uniform limit

The longest-wavelength ripple of the periodic density, relative to its mean, is governed by \(f(2\pi/L)=(1+4\pi^2x^2)^{-2}\), which falls as \(x^{-4}\). As the ripples disappear, the summed clouds become uniform and cancel the background. The supercell energy is quadratic in the ripples and falls as \(x^{-8}\). What is left is

\[
A(x)\to\frac5{16x},\qquad E_{\rm im}\to E_{\rm iso}=\frac{5q^2}{32\,\varepsilon a}.
\]

The correction vanishes as \(a\to\infty\) at fixed \(L\), but slowly, and for a definite reason. The supercell has lost practically all the self-energy of the cloud, the correction must restore all of it, and that self-energy itself tends to zero as the charge is diluted. The point-charge term does not contain \(a\) and stays where it was.

The order of limits matters. At fixed \(a\) and growing \(L\), the overshoot tends to \(8\pi q^2a^2/(\varepsilon L^3)\), which vanishes faster than the point term. If instead one compares model clouds whose \(a\) is scaled in proportion to the cell, \(x\) is constant and the overshoot remains a fixed fraction \(1-A(x)/\alpha\) of the point term, however large the cell.

## Numbers

Take round model parameters: \(q=e\), \(\varepsilon=10\) and \(L=10\) Å. With \(e^2=14.40\) eV Å, the energy scale is

\[
\frac{e^2}{2\varepsilon L}=\frac{14.40}{2\times10\times10}\ \text{eV}=72.0\ \text{meV},
\]

and the point-charge term is \(2.8373\times72.0=204.3\) meV for every state. For \(a=2\) Å, \(x=0.2\), and the isolated cloud has \(5/(16\times0.2)\times72.0=112.5\) meV. The supercell retains 3.7 meV of this, so the exact correction is 108.8 meV. The point term is nearly twice as large. Other decay lengths give, in meV and rounded separately:

| \(a\) (Å) | \(E_{\rm iso}\) | \(E_{\rm per}\) | exact \(E_{\rm im}\) | overshoot |
|---|---|---|---|---|
| 0.5 | 450.0 | 254.8 | 195.2 | 9.0 |
| 1 | 225.0 | 55.9 | 169.1 | 35.2 |
| 2 | 112.5 | 3.7 | 108.8 | 95.4 |
| 3 | 75.0 | 0.4 | 74.6 | 129.6 |
| 5 | 45.0 | 0.0 | 45.0 | 159.3 |
| 10 | 22.5 | 0.0 | 22.5 | 181.8 |

The exact correction has dropped to half the point term at \(a/L=0.215\). From \(a=3\) Å on, it is practically the whole isolated self-energy, as the uniform limit requires.

The two-term estimate does not rescue the extended states. It gives 168.1 meV at \(a=1\) Å, close to the exact 169.1 meV, but only 59.5 meV at 2 Å and \(-121.4\) meV at 3 Å. It changes sign at \(a/L=0.238\), where the exact \(A\) is still 1.30.

With \(a=2\) Å held fixed, cells of 10, 20, 40 and 80 Å give overshoots of 95.4, 17.6, 2.26 and 0.283 meV. The last doubling reduces the overshoot by a factor of 8.00, the \(L^{-3}\) law of the bowl. The first reduces it by only 5.4, because the clouds still overlap at \(L=10\) Å. There the bowl alone would give \(204.28-59.52=144.76\) meV, and the overlap term takes back \(108.83-59.52=49.31\) meV.

The numerical check also obtains \(A\) at \(x=0.1\) and \(0.2\) from a periodic density built by summing images on a grid, and agrees with the formula.

## Where this answer applies

The function \(A(x)\) belongs to an exponential cloud in a cubic cell. Another shape changes \(f(G)\) and \(E_{\rm iso}\), and another cell changes the lattice sum. If a compact core also carries net charge, the form factor of the total charge must be used, including the cross terms between core and cloud. The sign of the error can then reverse. For a spherical total density with second moment \(Q=\int\rho\,r^2d^3r\), the double integral of \(\rho\rho\,|\mathbf r-\mathbf r'|^2\) is \(2qQ\), so the bowl term is \(-2\pi qQ/(3\varepsilon L^3)\). A point core \(+2e\) with a cloud \(-e\) has \(q=e\) and \(Q=-12a^2e\), and the point term is too small: with the parameters above the image energy is 213 meV at \(a=0.5\) Å and 241 meV at 1 Å, against 204 meV. The uniform \(\varepsilon\) assumes that the host screens all parts of the cloud equally, which is doubtful when \(a\) is comparable with the atomic spacing. Finally, the density was frozen. If the state in the supercell differs from the isolated one, that difference is a separate finite-size error, which \(E_{\rm im}\) does not remove. It need not be small: at the \(\Gamma\) point the density is the normalized square of the summed amplitudes \(e^{-r/2a}\), not the sum of the densities, and for \(a=1\) Å, \(L=10\) Å this gives \(E_{\rm per}=22\) meV instead of 56 meV.

## Values computed for the example and the checks

```
Model: q = e, eps = 10, L = 10 angstrom
e^2 = 14.3996 eV angstrom
alpha (simple cubic) = 2.837297
e^2/(2 eps L) = 71.998 meV
point-charge term = 204.28 meV
theta(1) = 1.086435, theta(1)^3 - 1 = 0.2824
x = 0.1: A from grid density 2.3482, from formula 2.3483
x = 0.2: A from grid density 1.5116, from formula 1.5116
a (angstrom), a/L, rms radius (angstrom), ripple f(2pi/L), A, A/alpha
  0.5  0.05   1.73 8.284e-01 2.7116 0.9557
  1.0  0.10   3.46 5.140e-01 2.3483 0.8276
  2.0  0.20   6.93 1.503e-01 1.5116 0.5328
  3.0  0.30  10.39 4.824e-02 1.0367 0.3654
  5.0  0.50  17.32 8.464e-03 0.6249 0.2202
 10.0  1.00  34.64 6.103e-04 0.3125 0.1101
a (angstrom); energies in meV: isolated, supercell, exact correction,
  overshoot of point term, two-term estimate
  0.5   449.99   254.76   195.23     9.05    195.23
  1.0   224.99    55.92   169.07    35.21    168.09
  2.0   112.50     3.67   108.83    95.45     59.52
  3.0    75.00     0.36    74.64   129.64   -121.43
  5.0    45.00     0.01    44.99   159.29   -700.48
 10.0    22.50     0.00    22.50   181.78  -3414.75
Fixed a = 2 angstrom: L (angstrom), point term, exact, overshoot (meV),
  overshoot / exact correction
   10  204.280  108.832  95.4488 0.8770
   20  102.140   84.535  17.6052 0.2083
   40   51.070   48.808   2.2618 0.0463
   80   25.535   25.252   0.2827 0.0112
overshoot ratio, L = 40 to 80 angstrom: 7.9998
a/L where exact correction is half the point term: 0.2150
a/L where two-term estimate changes sign: 0.2376
exact A at that a/L: 1.2952
```
